\section*{Explicit Cahn–Hilliard Timestep Limit at Zero Bulk Curvature}

\section{Problem}

A binary mixture is described by a mole fraction $c(\mathbf r,t)$ and by the free energy
\begin{equation}
F[c]=\int\left[f(c)+\frac{\kappa}{2}|\nabla c|^2\right]dV ,
\label{eq:F}
\end{equation}
where $f$ is the bulk free energy per volume and $\kappa>0$ is a constant gradient coefficient. The composition obeys the Cahn--Hilliard equation
\begin{equation}
\frac{\partial c}{\partial t}=\nabla\cdot(M\nabla\mu),\qquad \mu=\frac{\delta F}{\delta c},
\label{eq:CH}
\end{equation}
with a constant mobility $M>0$. With $f$, and hence $\mu$, in J/m$^3$, the unit of $M$ is m$^5$/(J\,s), that of $\kappa$ is J/m, and the product $M\kappa$ is in m$^4$/s.

The equation is solved on a periodic grid in $d$ dimensions, with the same spacing $h$ in every direction and an even number $N$ of points per side. Time is advanced by forward Euler steps of length $\Delta t$. The Laplacian is replaced by the second-order central difference
\begin{equation}
(Lu)_{\mathbf j}=\frac{1}{h^2}\sum_{i=1}^{d}\left(u_{\mathbf j+\mathbf e_i}-2u_{\mathbf j}+u_{\mathbf j-\mathbf e_i}\right),
\label{eq:L}
\end{equation}
where $\mathbf j$ labels the grid points and $\mathbf e_i$ is one step along axis $i$. The fourth-order operator is $L$ applied twice.

The bulk curvature $f''=d^2f/dc^2$ vanishes at the uniform composition $c_0$ about which the mixture is disturbed.

(a) Estimate by scaling the largest usable timestep.
(b) Find the stability limit by von Neumann analysis.
(c) Evaluate both for $M=10^{-26}$ m$^5$/(J\,s), $\kappa=5\times10^{-10}$ J/m and $h=1$ nm, and explain the difference. These are round model parameters and stand for no particular material.
(d) Determine how small $f''$ must be for its neglect in the timestep limit to be justified.

\section{First estimate by scaling}

With the bulk term absent, the remaining term has four spatial derivatives and the coefficient $M\kappa$. The shortest length on the grid is $h$, and the only time that can be formed from $M\kappa$ and $h$ is
\begin{equation}
t_h=\frac{h^4}{M\kappa}.
\label{eq:scaling}
\end{equation}
An explicit step uses the rate of change at its beginning for the whole step. It should therefore not be much longer than the time in which the fastest feature changes, so the estimate is $\Delta t\sim t_h$. For the given parameters $M\kappa=5\times10^{-36}$ m$^4$/s, and
\begin{equation}
t_h=\frac{10^{-36}\ \mathrm{m^4}}{5\times10^{-36}\ \mathrm{m^4/s}}=0.2\ \mathrm{s}.
\end{equation}
Scaling gives the fourth power of $h$, but neither the numerical factor nor its dependence on $d$.

\section{Exact solution}

\subsection{The linear equation}

Change $c$ by a small $\delta c$ in Eq.~\eqref{eq:F}. To first order,
\begin{align}
\delta F&=\int\left[f'(c)\,\delta c+\kappa\nabla c\cdot\nabla\delta c\right]dV\nonumber\\
&=\int\left[f'(c)-\kappa\nabla^2c\right]\delta c\,dV .
\end{align}
The second line follows by integration by parts; the surface term vanishes because the domain is periodic. Hence
\begin{equation}
\mu=f'(c)-\kappa\nabla^2c .
\label{eq:mu}
\end{equation}
The factor $1/2$ in Eq.~\eqref{eq:F} has cancelled the 2 from differentiating the square.

Now write $c=c_0+u$ with $c_0$ uniform and $u$ small:
\begin{equation}
\mu=f'(c_0)+f''(c_0)\,u+\tfrac12f'''(c_0)\,u^2+\dots-\kappa\nabla^2u .
\end{equation}
The constant $f'(c_0)$ has no gradient. Since $M$ is constant, it can be taken outside the divergence in Eq.~\eqref{eq:CH}, and to first order in $u$
\begin{equation}
\frac{\partial u}{\partial t}=Mf''\nabla^2u-M\kappa\nabla^4u .
\label{eq:linear}
\end{equation}
With $f''=0$ this becomes
\begin{equation}
\frac{\partial u}{\partial t}=-M\kappa\nabla^4u .
\label{eq:biharmonic}
\end{equation}

The condition $f''=0$ can hold in two ways. If it holds over the whole range of compositions that occurs, $f$ is linear in $c$ there, Eq.~\eqref{eq:biharmonic} is exact within the model, and $u$ need not be small. If it holds only at $c_0$, as at a spinodal composition, Eq.~\eqref{eq:biharmonic} is the leading order in $u$. The local curvature is then about $f'''(c_0)u$, which for $f'''\neq0$ is positive on one side of $c_0$ and negative on the other. The limit found below then applies to small disturbances and does not by itself guarantee the behaviour of large ones.

\subsection{Amplification of a plane wave}

The scheme for Eq.~\eqref{eq:biharmonic} is
\begin{equation}
u^{n+1}=u^n-\Delta t\,M\kappa\,L^2u^n ,
\label{eq:scheme}
\end{equation}
where $n$ counts the steps. Its coefficients are the same at every grid point, so plane waves do not mix. Take
\begin{equation}
u^n_{\mathbf j}=A_n\exp\Big(i\sum_{l=1}^{d}\theta_lj_l\Big),\qquad
\theta_l=k_lh=\frac{2\pi m_l}{N},
\label{eq:wave}
\end{equation}
with integers $m_l$, as periodicity requires. A shift by one point along axis $l$ multiplies the wave by $e^{\pm i\theta_l}$. The contribution of this axis to $L$ is therefore
\begin{align}
\frac{e^{i\theta_l}-2+e^{-i\theta_l}}{h^2}
&=\frac{2\cos\theta_l-2}{h^2}\nonumber\\
&=-\frac{4}{h^2}\sin^2\frac{\theta_l}{2},
\end{align}
where $1-\cos\theta=2\sin^2(\theta/2)$ has been used. Summing over the axes gives $Lu=-\Lambda u$ with
\begin{equation}
\Lambda=\frac{4}{h^2}\sum_{l=1}^{d}\sin^2\frac{k_lh}{2}\ \ge 0 .
\label{eq:Lambda}
\end{equation}
A second application of $L$ gives another factor $-\Lambda$, so $L^2u=(-\Lambda)^2u=\Lambda^2u$. Inserting this in Eq.~\eqref{eq:scheme} yields $A_{n+1}=GA_n$ with the amplification factor
\begin{equation}
G=1-\Delta t\,M\kappa\Lambda^2 .
\label{eq:G}
\end{equation}

\subsection{The stability limit}

After $n$ steps the amplitude is $G^nA_0$. It stays bounded for all $n$ if and only if $|G|\le1$. Because $G$ is real, this means $-1\le G\le1$. The upper inequality holds for every $\Delta t>0$, since the subtracted term in Eq.~\eqref{eq:G} is not negative. The lower one requires
\begin{equation}
1-\Delta t\,M\kappa\Lambda^2\ge-1
\quad\Longleftrightarrow\quad
\Delta t\,M\kappa\Lambda^2\le2 .
\label{eq:lower}
\end{equation}
This must hold for all waves on the grid, hence for the one with the largest $\Lambda$. Each $\sin^2$ in Eq.~\eqref{eq:Lambda} is at most 1 and reaches 1 at $k_l=\pi/h$, that is at $m_l=N/2$, which is an integer for even $N$. All directions can reach it together, so
\begin{equation}
\Lambda_{\max}=\frac{4d}{h^2},\qquad
\Lambda_{\max}^2=\frac{16d^2}{h^4}.
\label{eq:Lmax}
\end{equation}
Equation~\eqref{eq:lower} then becomes
\begin{equation}
\boxed{\;\Delta t\le\Delta t_{\max}=\frac{2}{M\kappa\Lambda_{\max}^2}
=\frac{h^4}{8d^2M\kappa}\;}
\label{eq:result}
\end{equation}
The denominators are $8M\kappa$, $32M\kappa$ and $72M\kappa$ in one, two and three dimensions.

The condition is necessary, because a wave with $|G|>1$ grows from any non-zero amplitude, including one left by rounding. It is also sufficient. The plane waves are orthogonal on the grid, so the sum of $|u_{\mathbf j}|^2$ over the points is proportional to the sum of the squared amplitudes of the waves. If no amplitude grows, neither does this sum. The bound is on the sum, not on each point. In one dimension the update gives $u_{j\pm2}$ the weight $-\Delta t\,M\kappa/h^4$, which is negative for every step, so a stable run can still carry single values outside their initial range.

The worst wave changes sign from each point to its neighbour, like the colours of a chessboard. Above the limit it overshoots zero by more than its own amplitude in each step, and so grows with alternating sign in time. At the limit $G=-1$, and it flips without growth or decay. The uniform wave has $\Lambda=0$ and $G=1$, which expresses the conservation of the mean composition.

The factor $d^2$, rather than $d$, comes from squaring the sum in Eq.~\eqref{eq:Lambda}. In two dimensions, with $s_l=(4/h^2)\sin^2(k_lh/2)$,
\begin{equation}
\Lambda^2=(s_1+s_2)^2=s_1^2+s_2^2+2s_1s_2 .
\end{equation}
The last term represents the mixed derivative in $\nabla^4$. For the worst wave it contributes as much as the first two together.

The result depends on how the gradient energy is written. If it is $\kappa'|\nabla c|^2$, without the factor $1/2$, then $\kappa=2\kappa'$ and the limit reads $h^4/(16d^2M\kappa')$.

\subsection{Odd grids and steps without sign changes}

For odd $N$ the wave with $k_l=\pi/h$ does not fit on the periodic grid. The nearest one has $m_l=(N-1)/2$, for which
\begin{equation}
\sin\frac{\pi m_l}{N}=\sin\left(\frac{\pi}{2}-\frac{\pi}{2N}\right)=\cos\frac{\pi}{2N}.
\end{equation}
Thus $\Lambda_{\max}=(4d/h^2)\cos^2(\pi/2N)$, and the limit is that of Eq.~\eqref{eq:result} divided by $\cos^4(\pi/2N)$. For $N=5$ it is larger by a factor of 1.22; for large $N$ the factor tends to 1. Equation~\eqref{eq:result} is therefore safe for odd grids too.

A stricter demand is that no wave should change sign from step to step. It means $G\ge0$, or $\Delta t\,M\kappa\Lambda_{\max}^2\le1$, which is half the stability limit:
\begin{equation}
\Delta t\le\frac{h^4}{16d^2M\kappa}.
\end{equation}
Even this does not make the shortest wave accurate. At equality the scheme removes it in a single step, since $G=0$, whereas exact integration in time of the same spatially discrete equation would leave the fraction $e^{-1}\approx0.37$. Stability limits the growth of errors; it does not make them small.

\section{Comparison of the estimate with the solution}

\subsection{The numerical factor}

In one dimension Eq.~\eqref{eq:result} gives
\begin{equation}
\Delta t_{\max}=\frac{10^{-36}\ \mathrm{m^4}}{8\times5\times10^{-36}\ \mathrm{m^4/s}}
=0.025\ \mathrm{s}=25\ \mathrm{ms}.
\end{equation}
Division by 4 and by 9 gives 6.25 ms in two dimensions and 2.78 ms in three. The scaling estimate of 0.2 s has the right power of $h$, but is too long by factors of 8, 32 and 72.

The factor 8 in one dimension is $16/2$. The 16 arises because the stencil acting on the alternating wave gives $-4/h^2$ rather than $-1/h^2$, and this is squared. The 2 arises because stability permits an overshoot to the opposite value. A step equal to the scaling estimate would give $G=1-16=-15$ for this wave, a fifteenfold growth per step.

One may try to improve the estimate by putting the shortest wavelength into the continuum equation. With $k_l=\pi/h$ in every direction, $k^4=d^2\pi^4/h^4$, and the condition $\Delta t\,M\kappa k^4\le2$ gives
\begin{equation}
\Delta t\le\frac{2h^4}{\pi^4d^2M\kappa}.
\end{equation}
This has the right dependence on $d$, but is shorter than Eq.~\eqref{eq:result} by the factor $\pi^4/16\approx6.1$. The central difference replaces $k_l^2=\pi^2/h^2$ by $4/h^2$, so the shortest wave decays more slowly on the grid than in the continuum. The stability limit belongs to the discrete operator, not to the differential equation alone.

\subsection{A run on either side of the limit}

Let $f''=0$ over the whole composition range, and take a one-dimensional grid of 32 points with $h=1$ nm. The initial composition has mean 0.5, a cosine of wavelength 32 nm and amplitude 0.01, and an alternating wave of amplitude $10^{-6}$. Equation~\eqref{eq:scheme} is iterated for 50 steps, and the final alternating amplitude is obtained by projecting the composition onto $(-1)^j$.

For the alternating wave Eqs.~\eqref{eq:G} and \eqref{eq:result} give
\begin{equation}
G=1-2\,\frac{\Delta t}{\Delta t_{\max}} .
\end{equation}
The results are as follows.
\begin{center}
\begin{tabular}{ccc}
$\Delta t/\Delta t_{\max}$ & $G$ & final amplitude\\
0.9 & $-0.8$ & $1.43\times10^{-11}$\\
1.0 & $-1.0$ & $1.00\times10^{-6}$\\
1.1 & $-1.2$ & $9.10\times10^{-3}$
\end{tabular}
\end{center}
They agree with $10^{-6}G^{50}$; the sign is positive because the number of steps is even. A step ten per cent above the limit multiplies the disturbance by $1.2^{50}\approx9100$ and brings it close to the initial amplitude of the long wave. A step ten per cent below the limit suppresses it by nearly five orders of magnitude.

\subsection{The cost of the fourth power}

The long wave is the one of physical interest. By Eq.~\eqref{eq:biharmonic} its amplitude falls by a factor $e$ in the time
\begin{equation}
\tau=\frac{1}{M\kappa k^4},\qquad k=\frac{2\pi}{32\ \mathrm{nm}} .
\end{equation}
Since $M\kappa=5$ nm$^4$/s and $k^4=1.486\times10^{-3}$ nm$^{-4}$, this is $\tau=134.6$ s. With $\Delta t=0.9\,\Delta t_{\max}=22.5$ ms, direct iteration of the scheme from the long wave alone needs 6019 steps to reach this reduction, or 135.4 s of simulated time.

The simulated time is 0.65\% longer than $\tau$. For small $kh$ the expansion $\sin x\approx x-x^3/6$ gives
\begin{align}
\Lambda&=\frac{4}{h^2}\sin^2\frac{kh}{2}\approx k^2\left(1-\frac{k^2h^2}{12}\right),\\
\Lambda^2&\approx k^4\left(1-\frac{k^2h^2}{6}\right).
\end{align}
Here $kh=2\pi/32$, so the decay rate is too small by $k^2h^2/6=0.64\%$. This accounts for nearly all of the difference: for this wave the error comes mainly from the spatial grid and not from the timestep.

The number of steps follows from the ratio of the two times. With $p$ points per wavelength, $kh=2\pi/p$, and for a step $\phi\,\Delta t_{\max}$ in one dimension
\begin{equation}
\frac{\tau}{\phi\,\Delta t_{\max}}=\frac{8}{\phi(kh)^4}=\frac{8p^4}{\phi(2\pi)^4},
\end{equation}
apart from the small grid correction above. Neither $M$ nor $\kappa$ appears: a lower mobility slows the physics and lengthens the permitted step in the same proportion. Halving $h$ to 0.5 nm reduces the limit from 25 ms to 1.56 ms, a factor of 16. As the number of grid points also rises by $2^d$, the work for a fixed physical time and domain rises by $2^{4+d}$, which is 32 in one dimension and 128 in three.

\section{When the bulk curvature may be neglected}

Retain a constant $f''$ in Eq.~\eqref{eq:linear}. On a plane wave $\nabla^2$ becomes $-\Lambda$ and $\nabla^4$ becomes $\Lambda^2$, so
\begin{equation}
G=1-\Delta t\,M\Lambda(f''+\kappa\Lambda).
\label{eq:Gbulk}
\end{equation}
For $f''\ge0$ the product $\Lambda(f''+\kappa\Lambda)$ increases with $\Lambda$, and the alternating wave is again the worst. The condition $G\ge-1$ gives
\begin{align}
\Delta t&\le\frac{2}{M\Lambda_{\max}(f''+\kappa\Lambda_{\max})}\nonumber\\
&=\frac{2}{M\kappa\Lambda_{\max}^2}\,\frac{1}{1+f''/(\kappa\Lambda_{\max})}\nonumber\\
&=\frac{h^4}{8d^2M\kappa}\,\frac{1}{1+f''h^2/(4d\kappa)} .
\label{eq:bulk}
\end{align}
The bulk term may be left out of the timestep limit if $f''\ll4d\kappa/h^2$. In the one-dimensional example,
\begin{equation}
\frac{4\kappa}{h^2}=\frac{4\times5\times10^{-10}\ \mathrm{J/m}}{10^{-18}\ \mathrm{m^2}}
=2\times10^{9}\ \mathrm{J/m^3}.
\end{equation}
A curvature of this size halves the limit to 12.5 ms. Equation~\eqref{eq:bulk} is derived for constant $f''$ and constant $M$. When $f''$ varies with composition, the equation is only an estimate, and the value to compare with the threshold is the largest curvature reached during the run, not $f''(c_0)$. For example, $f=Wc^2(1-c)^2$ with $W=5\times10^8$ J/m$^3$ has $f''=0$ at $c_0=(3-\sqrt3)/6$ but $f''=2W=10^9$ J/m$^3$ at its minima. On the 32-point grid with $\Delta t=0.95\,\Delta t_{\max}$, a cosine of wavelength 32 nm about this $c_0$ decays if its amplitude is $10^{-3}$, while the run diverges after about 1100 steps if it is 0.05. On a finer grid the threshold rises as $h^{-2}$, so that for fixed $f''$ the gradient term controls the step when $h$ is small enough. In the opposite case, $f''\gg4d\kappa/h^2$, the 1 in the last denominator of Eq.~\eqref{eq:bulk} can be dropped:
\begin{equation}
\Delta t\lesssim\frac{h^4}{8d^2M\kappa}\,\frac{4d\kappa}{f''h^2}=\frac{h^2}{2dMf''} .
\end{equation}
This is the explicit limit for ordinary diffusion with the diffusion coefficient $D=Mf''$.

A bulk term that is negligible in the timestep limit can still matter for the evolution. By Eq.~\eqref{eq:linear} a wave with wavenumber $k$ decays at the rate $Mk^2(f''+\kappa k^2)$, so its bulk term is negligible only if $|f''|\ll\kappa k^2$. For the wave of 32 nm, $\kappa k^2=1.93\times10^7$ J/m$^3$, about a hundred times smaller than the threshold for the timestep. A curvature of this size lowers the limit by only about 1\%, but doubles the decay rate of the long wave.

For $f''<0$ the criterion itself has to change. Waves with $0<\kappa\Lambda<|f''|$ have $G>1$ for every positive timestep. When they are well resolved, this growth represents spinodal decomposition, and requiring $|G|\le1$ would forbid the physics. What can still be required is $G\ge-1$, which excludes growth with alternating sign. The function $\Lambda(\kappa\Lambda-|f''|)$ is a parabola that opens upwards and starts from zero, so its largest positive value, if there is one, lies at $\Lambda_{\max}$. For $\kappa\Lambda_{\max}>|f''|$ the first line of Eq.~\eqref{eq:bulk} therefore remains the condition for $G\ge-1$, with the negative $f''$ inserted. The step it permits is longer than Eq.~\eqref{eq:result}, but the growing waves must also be followed accurately in time, which can demand a shorter one.
